# Optical rotation tensor at low frequency: perturbed-wavefunction overlap and origin dependence

Setting the frequency to zero in the optical rotation tensor $G'$ gives zero for every molecule, chiral or not. The useful quantity is the slope $G'/\omega$, but at $\omega=0$ that is $0/0$, and at small $\omega$ it is a quotient of two small numbers. A second trouble appears when the components are read one by one. For the twisted H$_2$O$_2$ molecule treated below, moving the coordinate origin by one bohr changes a component from about $-1.2$ to about $-10.7$ atomic units, though nothing has happened to the molecule. We need a static expression for the slope, and a rule saying which part of it belongs to the molecule.

Atomic units are used. The electron has charge $-1$, and the electronic dipole operator is $\mu=-R$ with $R=\sum_j r_j$; fixed nuclei add a constant that drops out of all responses.

## 1. One electron in a round well

Take one electron in the well $\tfrac12 w^2r^2$, and measure its magnetic moment about a point displaced by $a$ along $x$ from the centre:

$$m=-\tfrac12(r-a\hat x)\times p=-\tfrac12\,r\times p+\tfrac12a\,\hat x\times p .$$

The ground state $\psi_0\propto e^{-wr^2/2}$ has no angular momentum, so the first term gives zero on it. Since $(\hat x\times p)_z=p_y$, we have $m_z\psi_0=\tfrac12a\,p_y\psi_0$.

**Electric field along $y$.** The perturbation is $-\mu_yE=yE$. Completing the square,

$$\tfrac12w^2y^2+yE=\tfrac12w^2\left(y+\frac{E}{w^2}\right)^2-\frac{E^2}{2w^2},$$

so the ground state becomes $\psi_0(y+E/w^2)$. With $\partial_y\psi_0=-wy\psi_0$, the coefficient of $E$ is

$$\psi^{E_y}=\frac{1}{w^2}\partial_y\psi_0=-\frac{y}{w}\psi_0 .$$

**Magnetic field along $z$.** On this state the perturbation acts as $-\tfrac12aB\,p_y$. To first order in $B$, completing the square in momentum, $\tfrac12p_y^2-\tfrac12aBp_y\simeq\tfrac12(p_y-\tfrac12aB)^2$, shows that the ground state is $e^{iaBy/2}\psi_0$. Hence

$$\psi^{B_z}=\tfrac{i}{2}a\,y\,\psi_0 .$$

With $\langle y^2\rangle=1/(2w)$, the overlap is

$$\langle\psi^{E_y}|\psi^{B_z}\rangle=-\frac{ia}{2w}\,\frac{1}{2w}=-\frac{ia}{4w^2},\qquad -2\,\mathrm{Im}\langle\psi^{E_y}|\psi^{B_z}\rangle=\frac{a}{2w^2}.$$

Compare this with the frequency-dependent tensor, whose definition is

$$G'_{\alpha\beta}(\omega)=-2\omega\sum_{n\ne0}\frac{\mathrm{Im}\left[\langle0|\mu_\alpha|n\rangle\langle n|m_\beta|0\rangle\right]}{\omega_n^2-\omega^2},\qquad\omega_n=E_n-E_0. \tag{1}$$

Only the first excited state in $y$ contributes. Its matrix elements are $\langle0|\mu_y|1\rangle=-1/\sqrt{2w}$ and $\langle1|m_z|0\rangle=\tfrac12a\,i\sqrt{w/2}$, with product $-ia/4$. Therefore

$$G'_{yz}(\omega)=\frac{a\,\omega}{2(w^2-\omega^2)}\;\longrightarrow\;\frac{a}{2w^2}\,\omega\qquad(\omega\to0).$$

The slope is the static overlap found above. It vanishes for $a=0$, as it must for a centred round well. For $a\neq0$ an achiral system has a nonzero component of $G'$, proportional to the displacement and to the polarizability $1/w^2$. Two results will survive generalization: the slope equals the static overlap, and a displacement of the origin adds a part proportional to the displacement and to the polarizability.

## 2. Any molecule in an oscillating magnetic field

Let $H_0$ have fixed nuclei, a local potential and no spin terms, and let its ground state $|0\rangle$ be a non-degenerate singlet. Without a static magnetic field $H_0$ is real, so all its eigenstates can be chosen real.

A uniform field $B$ is described by $A=\tfrac12B\times(r-O)$ with no scalar potential. For charge $-1$ the kinetic energy is $\tfrac12(p+A)^2$. Its part linear in $B$ is $A\cdot p=\tfrac12B\cdot[(r-O)\times p]$, which is $-m\cdot B$ with

$$m(O)=-\tfrac12\sum_j(r_j-O)\times p_j .$$

The part quadratic in $B$ does not enter a linear response.

For $B_\beta(t)=B\cos\omega t$, the first-order amplitudes, with the phase $e^{-iE_0t}$ removed, obey

$$i\dot c_n=\omega_nc_n-\langle n|m_\beta|0\rangle B\cos\omega t .$$

Insert $c_n=u\cos\omega t+v\sin\omega t$. The sine terms give $v=-i\omega u/\omega_n$. The cosine terms give $i\omega v=\omega_nu-\langle n|m_\beta|0\rangle B$. Together,

$$u=\frac{\omega_n\langle n|m_\beta|0\rangle B}{\omega_n^2-\omega^2},\qquad v=\frac{-i\omega\langle n|m_\beta|0\rangle B}{\omega_n^2-\omega^2}.$$

The induced dipole is $2\,\mathrm{Re}\sum_n\langle0|\mu_\alpha|n\rangle c_n$. With real states, $\mu$ has real matrix elements, while $m$, which contains $p=-i\nabla$ once, has imaginary ones. The cosine part therefore vanishes. In the sine part, $\mathrm{Re}(-iz)=\mathrm{Im}\,z$ and $\dot B_\beta=-\omega B\sin\omega t$ give

$$\delta\langle\mu_\alpha\rangle=\frac{G'_{\alpha\beta}(\omega)}{\omega}\,\dot B_\beta(t). \tag{2}$$

So $G'/\omega$ measures the dipole produced by a changing magnetic field. A constant field produces none to first order.

## 3. The slope as an overlap

Use the identity

$$\frac{1}{\omega_n^2-\omega^2}=\frac1{\omega_n^2}+\frac{\omega^2}{\omega_n^2(\omega_n^2-\omega^2)}$$

in (1). Below the first excitation the last term stays finite when divided by $\omega^2$, so

$$G'_{\alpha\beta}(\omega)=\omega S_{\alpha\beta}+O(\omega^3),\qquad S_{\alpha\beta}=-2\sum_{n\neq0}\frac{\mathrm{Im}\left[\langle0|\mu_\alpha|n\rangle\langle n|m_\beta|0\rangle\right]}{\omega_n^2}. \tag{3}$$

The tensor vanishes at least linearly; symmetry may make a component of $S$ zero.

Now put the molecule in static fields, $H=H_0-\mu\cdot E-m\cdot B$. With $Q=1-|0\rangle\langle0|$, the first-order functions orthogonal to $|0\rangle$ satisfy

$$(H_0-E_0)|\psi^{E_\alpha}\rangle=Q\mu_\alpha|0\rangle,\qquad(H_0-E_0)|\psi^{B_\beta}\rangle=Qm_\beta|0\rangle .$$

Projection on $\langle n|$ gives

$$\langle n|\psi^{E_\alpha}\rangle=\frac{\langle n|\mu_\alpha|0\rangle}{\omega_n},\qquad\langle n|\psi^{B_\beta}\rangle=\frac{\langle n|m_\beta|0\rangle}{\omega_n}.$$

Each function carries one factor $1/\omega_n$, and their overlap carries the two that (3) requires:

$$\boxed{S_{\alpha\beta}=\lim_{\omega\to0}\frac{G'_{\alpha\beta}(\omega)}{\omega}=-2\,\mathrm{Im}\langle\psi^{E_\alpha}|\psi^{B_\beta}\rangle} \tag{4}$$

Two linear equations have replaced the sum over excited states, and no small frequency is needed.

The orthogonality condition can be relaxed. If the perturbed states are normalized to first order, any admixture of $|0\rangle$ has an imaginary coefficient. Admixtures $ic_E$ and $ic_B$, with real $c_E$ and $c_B$, add $(-ic_E)(ic_B)=c_Ec_B$ to the overlap. This is real and leaves (4) unchanged.

The limit of a slow ramp gives (4) a direct meaning. Solve the amplitude equation of section 2 for a general $B(t)$ in successive time derivatives:

$$c_n=\langle n|m_\beta|0\rangle\left(\frac{B_\beta}{\omega_n}+\frac{i\dot B_\beta}{\omega_n^2}+\dots\right).$$

The first term is the state following the field. It gives no dipole, because $\mu$ is real and $m$ imaginary. The second is the lag behind the field, and it gives $\delta\langle\mu_\alpha\rangle=S_{\alpha\beta}\dot B_\beta$. This series is the part of the solution that follows the field. An abrupt start of $\dot B$ would add free oscillations at the frequencies $\omega_n$, which do not die out here because nothing damps them. The ramp must therefore start smoothly, and $\dot B$ must change little during $1/\omega_1$, with $\omega_1$ the lowest contributing excitation energy. The smaller this gap, the more slowly the field must change.

## 4. Moving the origin

Replace $O$ by $O+a$. From the definition of $m$,

$$m(O+a)=m(O)+\tfrac12a\times P,\qquad P=\sum_jp_j .$$

The static perturbation gains $-\tfrac12(a\times P)\cdot B=-\tfrac12(B\times a)\cdot P$. This has the form $k\cdot P$ with $k=-\tfrac12B\times a$, and such a term can be removed by a boost. Because $e^{ik\cdot R}p_je^{-ik\cdot R}=p_j-k$, for $N$ electrons

$$e^{ik\cdot R}(H_0+k\cdot P)e^{-ik\cdot R}=H_0-k\cdot P+\tfrac12Nk^2+k\cdot P-Nk^2=H_0-\tfrac12Nk^2. \tag{5}$$

The ground state of $H_0+k\cdot P$ is thus $e^{-ik\cdot R}|0\rangle$, whose first-order part is $-ik\cdot R|0\rangle$. For a unit field along $\beta$, $(B\times a)_\delta=\epsilon_{\beta\gamma\delta}a_\gamma$, with repeated indices summed. Hence

$$|\psi^{B_\beta}\rangle\to|\psi^{B_\beta}\rangle+\tfrac i2\epsilon_{\beta\gamma\delta}a_\gamma QR_\delta|0\rangle .$$

Insert this in (4). The factor $-2\,\mathrm{Im}(\tfrac i2z)=-\mathrm{Re}\,z$, and $R_\delta=-\mu_\delta$ restores a plus sign:

$$\Delta S_{\alpha\beta}=\epsilon_{\beta\gamma\delta}a_\gamma\,\mathrm{Re}\langle\psi^{E_\alpha}|\mu_\delta|0\rangle=\tfrac12\epsilon_{\beta\gamma\delta}a_\gamma\alpha_{\alpha\delta}(0), \tag{6}$$

since the static polarizability is $\alpha_{\alpha\delta}(0)=2\,\mathrm{Re}\langle\psi^{E_\alpha}|\mu_\delta|0\rangle$. For the round well, $\alpha=y$, $\beta=z$ and $a$ along $x$ give $\tfrac12a/w^2$, the result of section 1.

The same law holds at finite frequency. For a local potential $P=i[H_0,R]$, so $\langle n|P_\delta|0\rangle=i\omega_n\langle n|R_\delta|0\rangle=-i\omega_n\langle n|\mu_\delta|0\rangle$. The change of (1) is

$$\Delta G'_{\alpha\beta}=\omega\,\epsilon_{\beta\gamma\delta}a_\gamma\sum_{n\neq0}\frac{\omega_n\langle0|\mu_\alpha|n\rangle\langle n|\mu_\delta|0\rangle}{\omega_n^2-\omega^2}=\frac\omega2\epsilon_{\beta\gamma\delta}a_\gamma\alpha_{\alpha\delta}(\omega). \tag{7}$$

Setting $\alpha=\beta$ and summing contracts the antisymmetric $\epsilon_{\alpha\gamma\delta}$ with the symmetric $\alpha_{\alpha\delta}$, which gives zero. **The trace does not depend on the origin.**

The trace also vanishes for achiral systems. Under a reflection, $\mu$ behaves as a polar vector and $m$ as an axial one, so $\sum_\alpha\mu_\alpha m_\alpha$ changes sign. An achiral molecule coincides with its reflection after a rotation and a shift, which leave the trace unchanged, so its trace must vanish. A nonzero exact trace therefore shows chirality, while a zero trace may be accidental. The displaced round well obeys this: its $G'$ is antisymmetric.

Why should a component depend on $O$ at all? The potential $A=\tfrac12B\times(r-O)$ implies an electric field $-\dot A=-\tfrac12\dot B\times(r-O)$, which vanishes at $O$. Choosing $O+a$ while keeping no other field adds the uniform field $\tfrac12\dot B\times a$. At low frequency the molecule answers with the extra dipole $\tfrac12\alpha\cdot(\dot B\times a)$, and this is (6) multiplied by $\dot B$. The two choices describe different electric fields at the molecule.

## 5. An oriented molecule

For fixed orientation, a sum such as $G'_{xx}+G'_{yy}$ keeps an origin dependence. From (7),

$$\Delta(G'_{xx}+G'_{yy})=\frac\omega2(a_y\alpha_{xz}-a_x\alpha_{yz}),$$

because the two terms with $a_z\alpha_{xy}$ cancel. The response to electric-field gradients can compensate it. Define, for $\beta\ne\gamma$,

$$\Theta_{\beta\gamma}=-\tfrac32\sum_j(r_j-O)_\beta(r_j-O)_\gamma,\qquad A_{\alpha,\beta\gamma}=2\sum_{n\neq0}\frac{\omega_n\langle0|\mu_\alpha|n\rangle\langle n|\Theta_{\beta\gamma}|0\rangle}{\omega_n^2-\omega^2}.$$

Expanding the product at the new origin gives $\Delta\Theta_{\beta\gamma}=-\tfrac32(a_\beta\mu_\gamma+a_\gamma\mu_\beta)$ plus a constant. Therefore

$$\Delta A_{x,yz}=-\tfrac32(a_y\alpha_{xz}+a_z\alpha_{xy}),\qquad\Delta A_{y,xz}=-\tfrac32(a_x\alpha_{yz}+a_z\alpha_{xy}).$$

One third of their difference, times $\omega$, is $-\tfrac\omega2(a_y\alpha_{xz}-a_x\alpha_{yz})$. The combination

$$G'_{xx}+G'_{yy}+\frac\omega3(A_{x,yz}-A_{y,xz})$$

is invariant.

A model shows the sizes. One electron moves in a well with frequencies 1.0, 1.5 and 2.2 along $x,y,z$, plus $0.01r^4+0.1xyz+0.4(xz+yz)$. The Hamiltonian was diagonalized in products of ten oscillator functions per axis. At $\omega=0.3$, a shift $a=(0.7,-0.4,1.1)$ bohr takes $(G'_{xx}+G'_{yy})/\omega$ from $-0.0002$ to $0.0311$. With the quadrupole part included, the value is $-0.0008$ at both origins. In this model the magnetic part alone says almost nothing about the invariant quantity.

## 6. The same overlap in Hartree–Fock theory

A molecule needs an approximation, and (4) was derived for eigenstates of $H_0$. For a closed-shell determinant, mix into each occupied orbital $i$ the unoccupied orbitals $a$ with small amplitudes $U_{ai}$, the same for both spins. With real orbitals, the second-order energy is

$$2\left[U^\dagger\mathsf AU+\mathrm{Re}(U^T\mathsf BU)\right],$$

which defines the real symmetric matrices $\mathsf A$ and $\mathsf B$. Linearized time-dependent Hartree–Fock theory reads $i\dot U=\mathsf AU+\mathsf BU^*-V$, where $V=\mu E+mB$ holds the occupied–unoccupied elements of the field operators.

Write $U=u+iq$ and $m=iM$, with $u$, $q$ and $M$ real. A magnetic field gives

$$-\dot q=(\mathsf A+\mathsf B)u,\qquad\dot u=(\mathsf A-\mathsf B)q-MB .$$

Differentiate the second equation and insert the first: $\ddot u=-(\mathsf A-\mathsf B)(\mathsf A+\mathsf B)u-M\dot B$. At frequency $\omega$, $\ddot u=-\omega^2u$. The induced dipole is $4\mu^Tu$, one factor 2 from spin and one from the two cross terms, so

$$\frac{G'(\omega)}\omega=-4\mu^T\left[(\mathsf A-\mathsf B)(\mathsf A+\mathsf B)-\omega^2\right]^{-1}M. \tag{8}$$

In static fields the equations give $u^E=(\mathsf A+\mathsf B)^{-1}\mu$ and $q^B=(\mathsf A-\mathsf B)^{-1}M$. The overlap of the two perturbed determinants is $2i(u^E)^Tq^B$, with the 2 from spin. Then $-2\,\mathrm{Im}$ of it is $-4\mu^T(\mathsf A+\mathsf B)^{-1}(\mathsf A-\mathsf B)^{-1}M$, which is (8) at $\omega=0$. Equation (4) therefore holds within Hartree–Fock theory, in any finite basis.

The origin law is more demanding. The boost $e^{-ik\cdot R}$ turns a determinant into a determinant, so (5) also solves the variational problem when all orbitals are allowed. In a finite basis, the orbitals multiplied by $e^{-ik\cdot r}$ generally leave the available space. Then (6) is approximate, and the trace may depend on the origin. Even an achiral molecule can then show a small nonzero trace, for example planar trans H$_2$O$_2$ with the origin off the molecular plane.

## 7. Twisted H$_2$O$_2$

The chosen geometry has OO 1.45 Å, OH 0.97 Å, angle OOH 100° and dihedral angle 115°. The dihedral angle is taken with positive sign; the mirror image has the opposite sign of $\mathrm{Tr}\,S$. The twofold axis is $z$, with the hydrogen atoms at positive $z$, the OO bond lies along $y$, and the origin is the bond midpoint. The level is Hartree–Fock with the aug-cc-pVDZ basis. Electron correlation, vibration and solvent are left out.

Solving the two static linear systems gives, for $z$, $\mathrm{Im}\langle\psi^{E_z}|\psi^{B_z}\rangle=-0.631$, hence $S_{zz}=-2(-0.6306)=1.261$. The other diagonal elements are $S_{xx}=-1.402$ and $S_{yy}=0.085$. Their sum is

$$\mathrm{Tr}\,S=-1.4016+0.0850+1.2612=-0.055 .$$

The isotropic parameter is $-\tfrac13\mathrm{Tr}\,S=0.018$ atomic units ($e^2a_0^3/E_h$), or $1.6\times10^{-53}$ C$^2$ m$^3$ J$^{-1}$. It is a small remainder: $S_{xx}$ and $S_{zz}$ have opposite signs, and each is more than twenty times larger in magnitude than the trace. The smaller 6-31G basis gives $\mathrm{Tr}\,S=-0.372$. Larger bases move it as well. aug-cc-pVTZ gives $S_{xx}=-1.32$, $S_{zz}=1.15$ and $\mathrm{Tr}\,S\approx-0.085$ (parameter 0.028), and a second set of diffuse functions added to aug-cc-pVDZ gives $\mathrm{Tr}\,S\approx-0.110$ (parameter 0.037). The sign is the same in all four bases, but the size is not converged: the value 0.018 rises by 50 to 100 %.

**Approach to the limit.** Equation (8) gives:

| $\omega$ (hartree) | $-\mathrm{Tr}\,G'/(3\omega)$ (a.u.) | below the static value |
|---|---|---|
| 0 | 0.0185 | – |
| 0.02 | 0.0182 | 1.2 % |
| 0.05 | 0.0170 | 8.0 % |
| 0.08 | 0.0141 | 24 % |

The last frequency corresponds to 570 nm and is one third of the lowest singlet excitation energy, 0.239 hartree. There the static slope is only a rough guide. The percentages depend on the basis: in aug-cc-pVTZ the parameter falls from 0.028 to 0.025 over the same range, 12 % instead of 24 %, and the lowest excitation lies 0.003 hartree higher. From 0.02 to 0.05 hartree, $\omega^2$ grows by 6.25 and the deviation by about 6.8, close to the quadratic law.

The parameter decreases over the tabulated range, which lies below the first resonance. In (8), each excitation's static contribution is multiplied by $\omega_n^2/(\omega_n^2-\omega^2)>1$. Contributions of one sign could then only grow in sum, so the decrease shows that excitations of both signs are present.

**Moving the origin.** Let $a$ be 1 bohr along $z$. With $\epsilon_{xzy}=-1$ and $\epsilon_{yzx}=1$, (6) becomes

$$\Delta S_{\alpha x}=-\tfrac12\alpha_{\alpha y},\qquad\Delta S_{\alpha y}=\tfrac12\alpha_{\alpha x}.$$

The polarizabilities in this basis are $\alpha_{xx}=12.15$, $\alpha_{yy}=19.11$ and $\alpha_{xy}=1.92$ (in aug-cc-pVTZ they are 12.45, 19.46 and 1.90, and the same shift of origin takes $S_{yx}$ from $-1.14$ to $-10.86$). The law predicts $\Delta S_{yx}=-19.11/2\approx-9.55$ and $\Delta S_{xy}=12.15/2=6.07$. Recomputing $S$ about the new origin gives $-9.53$ and $6.00$. Since $S_{yx}$ was $-1.22$, most of its new value reports where the origin was put.

Over the whole tensor, the difference between computed and predicted change is 0.7 % of the predicted change, measured by the root of the summed squares. In 6-31G it is 15 %. The larger basis follows the boost much better, yet the trace still moves by $-0.0099$. That is 18 % of the trace itself, because a small fraction of large components is compared with their small remainder. In this calculation the isotropic parameter is thus uncertain by about 0.003 per bohr of origin displacement along $z$, apart from all other errors. In aug-cc-pVTZ the trace moves by only $-0.004$ per bohr, about 5 % of its value there.
